# Radius and Width of a Chiral Skyrmion in the Circular-Wall Model

## What scaling fixes

A thin magnetic film of thickness $t$ has exchange stiffness $A$ (energy per length), chiral exchange $D$ (energy per area) and anisotropy $K$ (energy per volume). At zero field $A$, $D$ and $K$ form one length and one pure number,

$$\ell=\sqrt{A/K},\qquad \delta=\frac{\pi D}{4\sqrt{AK}},$$

where the factor $\pi/4$ is chosen for later use. If the magnetization is uniform through the film and the demagnetizing energy is local, $t$ merely multiplies the energy. The radius and wall width of a skyrmion must therefore be $\ell$ times functions of $\delta$, and its energy must be $At$ times another function of $\delta$.

A change of scale says more. Replace a texture $\mathbf m(\mathbf r)$ by $\mathbf m(\mathbf r/\lambda)$. In two dimensions the area grows as $\lambda^2$. Exchange has two derivatives, chiral exchange has one and anisotropy has none, so

$$E(\lambda)=E_A+\lambda E_D+\lambda^2E_K .$$

A stationary texture has $dE/d\lambda=0$ at $\lambda=1$, hence

$$E_D+2E_K=0. \tag{1}$$

Since $E_K>0$, the chiral energy must be negative: without it the texture would shrink. Equation (1) will turn out to fix the wall width by itself.

## Setting and theorem

**Assumptions.** The unit magnetization $\mathbf m$ is uniform through the film, and $A,K,D>0$. The energy density, measured from the uniform state $m_z=1$, is

$$A|\nabla\mathbf m|^2+D\,[m_z\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z]+K(1-m_z^2).$$

Here $K$ is the effective anisotropy, from which the local demagnetizing energy of a thin film has already been subtracted. The model is classical and contains neither $\hbar$ nor the electron charge, so the formulas read the same in atomic units.

The skyrmion is axisymmetric, with $m_z=\cos\theta(r)$, radial component $m_r=\sin\theta(r)$, $\theta(0)=\pi$ and $\theta(\infty)=0$. Then:

- $|\nabla\mathbf m|^2=\theta'^2+\sin^2\theta/r^2$. The second term arises because the radial direction turns with the azimuth.
- $\nabla\!\cdot\mathbf m=\cos\theta\,\theta'+\sin\theta/r$ and $(\mathbf m\cdot\nabla)m_z=-\sin^2\theta\,\theta'$. The chiral bracket is therefore $\theta'+\sin\theta\cos\theta/r$.

The energy is

$$E=2\pi t\int_0^\infty\Big[A\Big(\theta'^2+\frac{\sin^2\theta}{r^2}\Big)+D\Big(\theta'+\frac{\sin\theta\cos\theta}{r}\Big)+K\sin^2\theta\Big]r\,dr. \tag{2}$$

Because $\theta$ falls outward, $\theta'<0$ and the chiral term lowers the energy. For $D<0$ the same results hold with $|D|$ and $m_r=-\sin\theta$.

**Theorem.** For a circular wall of radius $R$ and width $w$, to the order in $w/R$ stated in Lemma 1,

$$E(R,w)=4\pi t\Big[A\Big(\frac Rw+\frac wR\Big)-\frac{\pi D}{2}R+KwR\Big]. \tag{3}$$

If $0<\delta<1$, that is $D<D_c=4\sqrt{AK}/\pi$, this function has one minimum over all $R,w>0$, and it is global:

$$w=\frac{\pi D}{4K},\qquad R=\frac{w}{\sqrt{1-\pi^2D^2/(16AK)}},\qquad E=8\pi At\sqrt{1-\delta^2}. \tag{4}$$

If $\delta\ge1$ there is no minimum.

The theorem gives the exact minimum of an approximate energy. How far (4) is from the minimum of the full functional (2) is a separate question, taken up after the proof.

## The wall energy

**Lemma 1.** Let $\tan(\theta/2)=\sinh(R/w)/\sinh(r/w)$. For $R\gg w$, integral (2) becomes (3). The first omitted power adds $(\pi^2/6)(w/R)^3$ to $\int\sin^2\theta\,dr/r$.

*Proof.* At $r=R$ the tangent is 1, so $\theta=\pi/2$ and $m_z=0$ there. Put $r=R+wu$. Near the wall both hyperbolic sines are growing exponentials, and $\tan(\theta/2)=e^{-u}$. Hence

$$\sin\theta=\frac{2e^{-u}}{1+e^{-2u}}=\operatorname{sech}u,\qquad \cos\theta=\tanh u,\qquad \theta'=-\frac{\operatorname{sech}u}{w}.$$

The exponential form fails only near the centre, where $\sin\theta$ is already of order $e^{-R/w}$. There the hyperbolic sine makes $\sin\theta$ vanish in proportion to $r$, so that $\sin^2\theta/r$ is integrable. Extending the $u$ integrals to $-\infty$ also costs only exponentially small terms. Terms odd in $u$ vanish, and with $\int\operatorname{sech}^2u\,du=2$ and $\int\operatorname{sech}u\,du=\pi$,

$$\int\theta'^2r\,dr=\frac1w\int\operatorname{sech}^2u\,(R+wu)\,du=\frac{2R}{w},$$

$$\int\theta'r\,dr=-\int\operatorname{sech}u\,(R+wu)\,du=-\pi R,$$

$$\int\sin\theta\cos\theta\,dr=w\int\operatorname{sech}u\tanh u\,du=0,$$

$$\int\sin^2\theta\,r\,dr=w\int\operatorname{sech}^2u\,(R+wu)\,du=2wR.$$

The azimuthal exchange integral needs an expansion of $1/r$:

$$\int\frac{\sin^2\theta}{r}dr=\frac wR\int\operatorname{sech}^2u\Big(1-\frac{wu}{R}+\frac{w^2u^2}{R^2}-\dots\Big)du=\frac{2w}{R}+\frac{\pi^2}{6}\frac{w^3}{R^3}+\dots$$

The last coefficient follows by parts and a geometric series:

$$\int_{-\infty}^{\infty}u^2\operatorname{sech}^2u\,du=4\int_0^\infty u(1-\tanh u)\,du=8\sum_{n\ge1}(-1)^{n+1}\frac{1}{4n^2}=\frac{\pi^2}{6}.$$

Inserting the leading terms in (2) gives $2\pi t[A(2R/w+2w/R)-\pi DR+2KwR]$, which is (3). ∎

Quadrature of the full profile at $R/w=12$ gives 1.687 for the cubic coefficient, 2.5% above its limit 1.645.

The terms have simple meanings. A straight wall of width $w$ costs $2A/w+2Kw-\pi D$ per unit area. Its lowest value, at $w=\ell$, is $4\sqrt{AK}-\pi D$, which vanishes at $D_c$. Multiplied by the wall area $2\pi Rt$, the wall cost pulls the circle inward. The remaining term $4\pi Atw/R$ is the price of turning the in-plane magnetization once around the circle, and it pushes outward.

## Proof of the theorem

Let $x=R/w$ and $w_0=\pi D/(4K)$. Substituting $R=xw$ in (3),

$$\frac{E}{4\pi t}=A\Big(x+\frac1x\Big)+x\Big(Kw^2-\frac{\pi D}{2}w\Big).$$

Since $\pi D/2=2Kw_0$, the last bracket is $K(w-w_0)^2-Kw_0^2$. Moreover $Kw_0^2=\pi^2D^2/(16K)=A\delta^2$. Therefore

$$\frac{E}{4\pi t}=A\Big[(1-\delta^2)x+\frac1x\Big]+Kx(w-w_0)^2. \tag{5}$$

For $\delta<1$, completing a second square gives

$$(1-\delta^2)x+\frac1x=\Big(\sqrt{(1-\delta^2)x}-\frac{1}{\sqrt x}\Big)^2+2\sqrt{1-\delta^2}.$$

Both squares vanish at one point and nowhere else: $w=w_0$ and $x=1/\sqrt{1-\delta^2}$. This is (4), and because (5) holds for all positive $x$ and $w$, the minimum is global.

For $\delta\ge1$ any minimum must still have $w=w_0$, because at fixed $x>0$ the last term of (5) is lowest there. Set $w=w_0$. The bracket in (5) then falls steadily with $x$, towards zero if $\delta=1$ and without bound if $\delta>1$. No finite radius is a minimum. ∎

**Remark 1: the same point from the two derivatives.** Let $e=E/(4\pi t)$. Stationarity requires

$$e_R=A\Big(\frac1w-\frac{w}{R^2}\Big)-\frac{\pi D}{2}+Kw=0,\qquad e_w=A\Big(\frac1R-\frac{R}{w^2}\Big)+KR=0.$$

The second equation gives $A(1/w^2-1/R^2)=K$. Multiplied by $w$, it says that the first term of $e_R$ equals $Kw$. Then $2Kw=\pi D/2$, which is the width. Solving the second equation for $R$ gives $R=w/\sqrt{1-Kw^2/A}$, with $Kw^2/A=\delta^2$.

**Remark 2: why the width is so simple.** In (3) the chiral energy is $-2\pi^2tDR$ and the anisotropy energy is $4\pi tKwR$. The scaling identity (1) reads $-2\pi^2tDR+8\pi tKwR=0$. The radius cancels and $w=\pi D/(4K)$ remains.

**Remark 3: sensitivity.** Since $\ln R=\ln w-\tfrac12\ln(1-\delta^2)$,

$$\frac{\partial\ln R}{\partial\ln D}=1+\frac{\delta^2}{1-\delta^2}=x^2,\qquad \frac{\partial\ln R}{\partial\ln K}=-1-\frac{\delta^2}{2(1-\delta^2)}=-\frac{x^2+1}{2},$$

with the other parameters held fixed. Close to $D_c$ the radius is large because two wall energies nearly cancel, and it is sensitive for the same reason.

## How good is the radius formula?

**Moderate radius.** The ratio of the first omitted term to the retained azimuthal term is $(\pi^2/12)/x^2$, so the approximation needs $x\gg1$. As $D\to0$, formula (4) gives $R/w\to1$, where Lemma 1 has lost its basis. The small-$D$ limit of (4) is thus not a controlled result.

The omitted term can be restored. It depends on $x$ alone, so the width stays $w_0$, and (5) becomes $A[(1-\delta^2)x+1/x+(\pi^2/12)/x^3]$. Write $x_0=1/\sqrt{1-\delta^2}$. Setting the derivative to zero and multiplying by $x_0^2x^4$,

$$x^4-x_0^2x^2-\frac{\pi^2}{4}x_0^2=0,\qquad x^2=\frac{x_0^2+\sqrt{x_0^4+\pi^2x_0^2}}{2}. \tag{6}$$

This is larger than $x_0^2$: the omitted exchange energy pushes the wall outward. For $x_0\gg1$ the relative change of $x$ falls as $1/x_0^2$.

**Large radius.** One error does not vanish there, because bending also changes the shape of the wall.

**Proposition.** As $\delta\to1$ from below, a formal expansion of (2) in $1/R$ gives

$$\frac{R_{\rm true}}{R_{\rm formula}}\to\sqrt{1-\frac c2},\qquad c=\int_{-\infty}^{\infty}h^2\cosh^2u\,du,$$

$$h(u)=\tanh u-\frac2\pi\big[\operatorname{sech}u\tanh u+\operatorname{gd}u\big],\qquad \operatorname{gd}u=\int_0^u\operatorname{sech}v\,dv.$$

*Derivation.* Measure lengths in $\ell$, and let $\rho=R/\ell$ and $d=D/\sqrt{AK}=4\delta/\pi$. The Euler equation of (2), divided by $2r$, is

$$\theta''+\frac{\theta'}{r}-\frac{\sin2\theta}{2}\Big(1+\frac1{r^2}\Big)+\frac{d\sin^2\theta}{r}=0. \tag{7}$$

Put $r=\rho+u$ and $\theta=\theta_0+\vartheta/\rho$. At leading order $\theta_0''=\tfrac12\sin2\theta_0$, solved by the straight wall with $\sin\theta_0=\operatorname{sech}u$. At order $1/\rho$, with $d\to4/\pi$,

$$L\vartheta\equiv\vartheta''-(1-2\operatorname{sech}^2u)\vartheta=-g,\qquad g=-\operatorname{sech}u+\frac4\pi\operatorname{sech}^2u.$$

Displacing the wall costs nothing at leading order, so $L\operatorname{sech}u=0$. A localized $\vartheta$ then requires $\int g\operatorname{sech}u\,du=0$. This holds, because the integral is $-2+(4/\pi)(\pi/2)$.

Write $\vartheta=f\operatorname{sech}u$. Then $L\vartheta=(f'\operatorname{sech}^2u)'/\operatorname{sech}u$, and

$$(f'\operatorname{sech}^2u)'=\operatorname{sech}^2u-\frac4\pi\operatorname{sech}^3u.$$

Take $f$ even, with $f(0)=0$ so that the radius is unchanged. Integration from 0, with $\int_0^u\operatorname{sech}^3v\,dv=\tfrac12(\operatorname{sech}u\tanh u+\operatorname{gd}u)$, gives $f'\operatorname{sech}^2u=h$.

The distortion changes $E/(2\pi At)$ by a quadratic cost and a linear gain:

$$\frac1\rho\Big[\int\big(\vartheta'^2+\cos2\theta_0\,\vartheta^2\big)du-2\int g\vartheta\,du\Big]=-\frac1\rho\int g\vartheta\,du.$$

Here the first integral equals $-\int\vartheta L\vartheta\,du=\int g\vartheta\,du$. Since $g\operatorname{sech}u=-h'$, integration by parts gives $\int g\vartheta\,du=\int hf'\,du=\int h^2\cosh^2u\,du=c$.

The straight-wall energy at width $\ell$ is $4(1-\delta)\rho+2/\rho$ in the same units. With the distortion it becomes

$$\frac{E}{2\pi At}\simeq4(1-\delta)\rho+\frac{2-c}{\rho},\qquad \rho^2=\frac{2-c}{4(1-\delta)}.$$

Formula (4) gives $\rho^2=\delta^2/(1-\delta^2)\to1/[2(1-\delta)]$. The ratio of the two is $1-c/2$. ∎

Numerically $c=0.0790$, so the limiting ratio is 0.980: within the local model (2), very large skyrmions are 2% smaller than (4) says. In a real film the nonlocal stray field, discussed at the end, is a much larger correction in this limit. Numerical solution of (7) shows how the limit is approached.

| $\delta$ | $R_{\rm true}/\ell$ | $R_{\rm true}/R_{\rm formula}$ |
|---|---|---|
| 0.708 | 1 | 0.997 |
| 0.861 | 2 | 1.179 |
| 0.963 | 4 | 1.123 |
| 0.992 | 8 | 1.011 |
| 0.998 | 16 | 0.987 |

If the remaining error falls as $1/R^2$, the last two rows extrapolate to 0.979, in agreement with the Proposition. The ratio does not approach its limit monotonically. The near-perfect value in the first row lies outside the regime $R\gg w$ and is no evidence that the approximation is good there.

## A worked case

Take $A=0.10$ eV/nm, $D=0.022$ eV/nm², $K=0.0036$ eV/nm³ and $t=0.40$ nm. Then $\sqrt{AK}=0.01897$ eV/nm², and

$$D_c=\frac{4(0.01897)}{\pi}=0.0242\ \text{eV/nm}^2,\qquad \delta=0.911,\qquad \sqrt{1-\delta^2}=0.413.$$

The theorem gives

$$w=\frac{\pi(0.022)}{4(0.0036)}=4.80\ \text{nm},\qquad R=\frac{4.80}{0.413}=11.6\ \text{nm},$$

$$E=8\pi(0.10)(0.40)(0.413)=0.415\ \text{eV}.$$

In angstrom, $w=48.0$ and $R=116$. The energy is positive, so within the model this skyrmion is metastable against the uniform state.

The numerical solution of (7) has $w=4.85$ nm (from the slope at $R$), $R=13.8$ nm and $E=0.446$ eV. Relative to these values, the formula is 1% low in width, 16% low in radius and 7% low in energy.

The source of the radius error can be separated. Keeping the profile of Lemma 1 but evaluating its integrals in full gives $R=13.7$ nm, within 1% of the solution. Most of the error therefore comes from expanding the integrals, not from the assumed shape. Equation (6) recovers most of it: with $x_0=2.42$ it gives $x=2.78$ and $R=2.78\times4.80=13.3$ nm.

The solution's exchange, chiral and anisotropy energies are 1.646, −2.399 and 1.199 eV. They obey (1) within rounding, since $2\times1.199=2.398$. Their sum, 0.446 eV, is less than half the size of any one of them. By Remark 3, with $x^2=5.9$, a 1% rise in $D$ alone enlarges the formula radius by about 6%, and a 1% rise in $K$ alone shrinks it by about 3%.

## Thermal motion and collapse

The second derivatives of $e$ at the minimum are

$$e_{RR}=\frac{2Aw}{R^3},\qquad e_{ww}=\frac{2AR}{w^3},\qquad e_{Rw}=K-\frac{A}{w^2}-\frac{A}{R^2}=-\frac{2A}{R^2},$$

where the last step uses $K=A/w^2-A/R^2$. Their determinant is $(4A^2/R^2)(1/w^2-1/R^2)=4AK/R^2$, which is positive. If $R$ and $w$ fluctuate harmonically with Boltzmann weight,

$$\operatorname{Var}R=\frac{k_BT}{4\pi t}\,\frac{e_{ww}}{4AK/R^2}=\frac{k_BT\,R^3}{8\pi tKw^3}.$$

At 300 K, where $k_BT=0.0259$ eV, the spread is 3.2 nm, or 27% of the formula radius. That is too large for the harmonic estimate to be more than a rough size. It does show that one sharp radius is a poor description of this skyrmion at room temperature.

For collapse, compare with a skyrmion shrunk to zero radius. From $(\theta'+\sin\theta/r)^2\ge0$,

$$\int\Big(\theta'^2+\frac{\sin^2\theta}{r^2}\Big)r\,dr\ge-2\int\theta'\sin\theta\,dr=2\big[\cos\theta\big]_0^\infty=4.$$

Equality holds for $\tan(\theta/2)=a/r$ with any size $a$, so the least exchange energy is $8\pi At=1.005$ eV. This profile falls off so slowly that its anisotropy energy diverges logarithmically, so its tail must be cut off at a distance of order $\ell$. As $a\to0$ the extra exchange energy of the cut vanishes, and so do the chiral and anisotropy energies. The continuum estimate of the barrier is thus $1.005-0.446=0.559$ eV, or $22\,k_BT$. With an assumed attempt time of 1 ns, the lifetime would be about $10^{-9}e^{21.6}\approx2$ s, far too short for storage over years. The attempt time is not calculated here, and the continuum barrier is too high for a real lattice. On a square lattice of spacing 0.25 nm, shrinking the profile of Lemma 1 meets its highest energy, about 0.88 eV, near $R\approx0.5$ nm. The barrier is then at most about 0.43 eV, or $17\,k_BT$, and the same attempt time gives about 0.02 s.

## Beside a real film

These parameters lie in the rough range of ultrathin cobalt on platinum. The chiral exchange is towards the strong side, and 0.4 nm is only about two atomic layers. The magnetization used for the stray field, 0.6 MA/m, is less than half that of bulk cobalt.

A real film breaks the assumption that demagnetization is purely local. For the profile of Lemma 1 with $R=13.7$ nm and $w=4.85$ nm, the minimum found with full integrals, the nonlocal surface-charge energy is −0.020 eV and the volume-charge energy is +0.012 eV. Minimizing again with both included, at fixed effective $K$ and with the same family of profiles, moves $R$ from 13.7 to 14.4 nm, a rise of 5%. At fixed profile and thickness these energies grow as the square of the magnetization, so a film with a larger moment needs the nonlocal calculation: at the same $A$, $D$, $K$ and $t$ the radius becomes 16 nm at 1.0 MA/m and 23 nm at 1.4 MA/m. The effect also grows quickly towards $D_c$. At 0.6 MA/m it moves $R$ from 20 to 23 nm at $\delta=0.96$ and from 28 to 52 nm at $\delta=0.98$, and at $\delta=0.96$ with 1.0 MA/m no minimum is found below 110 nm.

Atomic discreteness matters far less for the wall: at a spin spacing of 0.25 nm it lowers the exchange energy of a straight wall by 0.02%. Disorder, applied fields and the temperature dependence of $A$, $D$ and $K$ are left out. Remark 3 shows that, for the radius, small changes in these constants can matter more than discreteness. For choosing a film, (4) gives the trend of size with material constants at zero field and $D<D_c$ only while the nonlocal stray field is weak, that is, for a small moment and $\delta$ not close to 1. Even within the local model its accuracy depends on $\delta$. In the range $0.86\lesssim\delta\lesssim0.96$ it is 11 to 16% below the solution of (7), and the correction (6) comes within about 5%. At small $\delta$ neither formula should be used for the size itself: (4) is too large by about 20% at $\delta=0.6$, by 50% at $\delta=0.5$ and by a factor of 2.4 at $\delta=0.3$, and (6) is worse still. There, or wherever a closer radius is needed, solve (7) and add stray fields. The numerical output below lists the main values of the worked case.

## Computed values

```
Exchange stiffness A = 0.100 eV/nm
Chiral exchange D = 0.0220 eV/nm^2
Effective anisotropy K = 0.0036 eV/nm^3
Film thickness t = 0.40 nm
Magnetization = 0.60 MA/m
Temperature = 300 K, kT = 0.02585 eV
Length sqrt(A/K) = 5.270 nm
Critical D = 0.02416 eV/nm^2
delta = D/D_critical = 0.9107 (no unit)
Formula: w = 4.800 nm = 48.00 angstrom
Formula: R = 11.618 nm = 116.18 angstrom
Formula: R/w = 2.421 (no unit)
Formula: energy = 0.4153 eV
Same profile, full integrals: w = 4.854 nm
Same profile, full integrals: R = 13.700 nm
Same profile, full integrals: energy = 0.4469 eV
Euler equation: w from slope at R = 4.847 nm
Euler equation: R = 13.817 nm
Euler equation: energy = 0.4464 eV
  exchange part = 1.6457 eV
  chiral part = -2.3987 eV
  anisotropy part = 1.1993 eV
Formula R error = -15.91 percent
Formula energy error = -6.95 percent
delta, true R/sqrt(A/K), true R/formula R (no units):
  0.70820    1.0  0.9969
  0.86148    2.0  1.1789
  0.96277    4.0  1.1231
  0.99211    8.0  1.0109
  0.99810   16.0  0.9871
Azimuthal coefficient at R/w=12: 1.6868
  its large-R limit pi^2/6 = 1.6449 (no unit)
Shape constant c = 0.07903 (no unit)
Limit of true R/formula R = 0.98004 (no unit)
  same, extrapolated from solver = 0.97914
Stray energy, surface charges = -0.0199 eV
Stray energy, volume charges = 0.0119 eV
R with stray field, same profile = 14.434 nm
w with stray field, same profile = 4.861 nm
R change by stray field = 5.35 percent
Spin spacing = 0.25 nm
Discreteness change of exchange = -0.0226 percent
Harmonic thermal spread of R = 3.18 nm
Zero-radius energy 8 pi A t = 1.0053 eV
Continuum collapse barrier = 0.5590 eV
Barrier/kT = 21.6 (no unit)
```
